\section*{Why the rubidium hyperfine ratio misses the nuclear g-factor ratio}

\section{The argument under review}

The submitted argument concerns the ground states of $^{85}$Rb and $^{87}$Rb. It runs as follows. The magnetic hyperfine constant $A$ is the nuclear moment per unit spin multiplied by the magnetic field of the electrons. The two isotopes have the same electrons, hence the same field. The field cancels in a ratio, so that
\begin{equation}
\frac{A_{85}}{A_{87}}=\frac{g_{85}}{g_{87}} .
\label{eq:claim}
\end{equation}
The author concludes that the hyperfine splitting of one isotope follows from that of the other to the full precision of the $g$ factors.

The first sentence hides an assumption: that there is one field for the whole nucleus to feel. My report asks whether the data obey Eq.~\eqref{eq:claim}, and then which part of the argument has to change.

\section{What the data say}

The ground state has one valence $s$ electron outside closed shells, so $J=1/2$. The hyperfine energy is $hA\,\mathbf I\cdot\mathbf J$, with dimensionless angular momenta. With $\mathbf F=\mathbf I+\mathbf J$,
\begin{equation}
\mathbf I\cdot\mathbf J=\tfrac12\left[F(F+1)-I(I+1)-J(J+1)\right].
\end{equation}
The two levels are $F=I+\tfrac12$ and $F=I-\tfrac12$. The last two terms are the same for both, so the splitting in frequency units is
\begin{align}
\Delta\nu&=\frac A2\left[\left(I+\tfrac12\right)\left(I+\tfrac32\right)-\left(I-\tfrac12\right)\left(I+\tfrac12\right)\right]\nonumber\\
&=A\left(I+\tfrac12\right).
\label{eq:split}
\end{align}
This factor differs between the isotopes, and it must be removed before anything is compared with $g$ factors.

I define $g$ by $\boldsymbol\mu_I=g\mu_B\mathbf I$, where $\mu_B$ is the Bohr magneton, so $g$ is positive for a positive moment. The values below are measured in the atom. The electrons shield the applied field slightly, by the same factor for both isotopes at the level needed here, and this factor cancels in the ratio. The rounded measured inputs are
\begin{align}
\Delta\nu_{85}&=3035.732\ \mathrm{MHz}, & I_{85}&=5/2, & g_{85}&=2.93640\times10^{-4},\nonumber\\
\Delta\nu_{87}&=6834.683\ \mathrm{MHz}, & I_{87}&=3/2, & g_{87}&=9.95141\times10^{-4}.\nonumber
\end{align}
Equation~\eqref{eq:split} gives
\begin{equation}
A_{85}=\frac{\Delta\nu_{85}}3=1011.9107\ \mathrm{MHz},\qquad
A_{87}=\frac{\Delta\nu_{87}}2=3417.3415\ \mathrm{MHz}.
\end{equation}
The two ratios to be compared are therefore
\begin{equation}
\frac{A_{87}}{A_{85}}=3.377118,\qquad \frac{g_{87}}{g_{85}}=3.388983 .
\end{equation}
They differ already in the second decimal. The relative mismatch is called the hyperfine anomaly,
\begin{equation}
\Delta=\frac{A_{85}}{A_{87}}\,\frac{g_{87}}{g_{85}}-1
=\frac{3.388983}{3.377118}-1=0.3513\ \text{percent}.
\label{eq:delta}
\end{equation}
Rounding of the inputs cannot produce this. Half a unit in the last digit of each input, taken relative to that input and added over all four, changes $\Delta$ by at most $0.00025$ percent to first order. Most of that comes from $g_{85}$. This figure covers rounding, not measurement error. It means that $\Delta$ lies between $0.3511$ and $0.3516$ percent, so its fourth digit, like the last digit given for each $A$, is not fixed by these inputs.

The author's recipe would predict
\begin{equation}
\Delta\nu_{87}^{\rm naive}=2A_{85}\frac{g_{87}}{g_{85}}=6858.696\ \mathrm{MHz},
\end{equation}
which is $24.013$ MHz above the measured splitting. By Eq.~\eqref{eq:delta} the predicted and measured splittings stand in the ratio $1+\Delta$, so this is the same anomaly in other units. Equation~\eqref{eq:claim} is a good approximation and a false equality.

\section{What the argument assumes}

Let $n(r)$ be the probability density of the valence electron. I leave out the spin polarization that this electron induces in the closed shells. It changes the size of $A$ noticeably, but almost equally in the two isotopes. For an $s$ state $n(r)$ is spherical. The electron spin makes it a cloud of parallel magnetization $n(r)\mathbf m$, with $\mathbf m=-g_e\mu_B\mathbf S$ and $g_e\simeq2$. I treat the electron nonrelativistically. The vector potential of the cloud is
\begin{equation}
\mathbf A(\mathbf r)=\frac{\mu_0}{4\pi}\,\mathbf m\times\int n(r')\,\frac{\mathbf r-\mathbf r'}{|\mathbf r-\mathbf r'|^3}\,d^3r' .
\end{equation}
The integral has the form of the field of a spherical charge. Shells outside $r$ give nothing, and shells inside act as if gathered at the centre. If $\bar n(r)$ is the mean density inside radius $r$, the enclosed probability is $4\pi r^3\bar n/3$, and
\begin{equation}
\mathbf A(\mathbf r)=\frac{\mu_0}{3}\,\bar n(r)\,\mathbf m\times\mathbf r .
\label{eq:vec}
\end{equation}
To take the curl, use $\nabla\times(\mathbf m\times\mathbf r)=2\mathbf m$ and $\hat{\mathbf r}\times(\mathbf m\times\mathbf r)=r[\mathbf m-\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf m)]$. Differentiating $r^3\bar n=3\int_0^r t^2n(t)\,dt$ gives $r\bar n'=3(n-\bar n)$. Hence
\begin{align}
\mathbf B&=\frac{\mu_0}{3}\left\{2\bar n\,\mathbf m+3(n-\bar n)\left[\mathbf m-\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf m)\right]\right\}\nonumber\\
&=\mu_0\left\{\tfrac23n\,\mathbf m+\tfrac13(\bar n-n)\left[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf m)-\mathbf m\right]\right\}.
\label{eq:field}
\end{align}
At the centre $\bar n=n=n(0)$, and the field is $\tfrac23\mu_0n(0)\mathbf m$. For a point nuclear dipole the energy $-\boldsymbol\mu_I\cdot\mathbf B(0)$ then gives
\begin{equation}
hA=\tfrac23\mu_0g_e\mu_B^2\,g\,n(0).
\label{eq:point}
\end{equation}
The two minus signs, from the energy and from the electron moment, cancel. If $n(0)$ is common, Eq.~\eqref{eq:claim} follows. The argument thus needs two things: equal central densities, and a nuclear moment located at the centre.

\section{Equal densities: mass and charge radius}

The first requirement fails only slightly. Consider the nuclear mass. In the Coulomb problem with reduced mass $m_r$, all lengths scale as $1/m_r$, so the normalized density at the origin scales as $m_r^3$. I neglect the coupling between the momenta of different electrons that nuclear motion also brings. Since $m_r=m_e/(1+m_e/M)$, the contribution to $\Delta$ is
\begin{equation}
\left(\frac{1+m_e/M_{87}}{1+m_e/M_{85}}\right)^3-1=-0.000045\ \text{percent},
\end{equation}
with the mass numbers used as masses in atomic mass units. The sign is wrong and the size is negligible.

The nuclear charge radius needs the electron wave near the nucleus. Take a uniformly charged sphere of radius $R$, and define $x=r/R$ and $\eta=ZR/a_0$, where $a_0$ is the Bohr radius. The potential energy inside is
\begin{equation}
V=-\frac{Ze^2}{4\pi\epsilon_0R}\left(\frac32-\frac{x^2}{2}\right).
\end{equation}
With $e^2/(4\pi\epsilon_0)=\hbar^2/(m_ea_0)$, the radial equation for the $s$ wave $f$, in which primes now denote $d/dx$, becomes
\begin{equation}
f''+\frac2xf'=-\eta(3-x^2)f .
\end{equation}
The binding energy has been dropped. Even for a hydrogenlike $1s$ state it would add just $\eta^2f$ on the right. The potential of the other electrons is also dropped, being weak here beside that of the nucleus. To first order in $\eta$, replace $f$ on the right by $f(0)$ and multiply by $x^2$:
\begin{align}
(x^2f')'&=-\eta(3x^2-x^4)f(0),\nonumber\\
f'&=-\eta\left(x-\frac{x^3}{5}\right)f(0),\nonumber\\
f&=\left[1-\eta\left(\frac{x^2}{2}-\frac{x^4}{20}\right)\right]f(0).
\label{eq:wave}
\end{align}
Regularity at the centre fixes the integration constant in the second line.

Outside, the wave is the regular point-charge solution, which starts as $1-\eta x$, plus a small irregular part starting as $1/x$. Write $f=c(1-\eta x)+d/x$ near the surface. At $x=1$, Eq.~\eqref{eq:wave} gives the slope $-\tfrac45\eta f(0)$ and the value $(1-\tfrac9{20}\eta)f(0)$. Matching the slopes, with $c\simeq f(0)$ in terms already of order $\eta$, gives $d=-\tfrac15\eta f(0)$. Matching the values gives
\begin{equation}
c=f(0)\left(1+\eta+\tfrac15\eta-\tfrac9{20}\eta\right)=f(0)\left(1+\tfrac34\eta\right).
\end{equation}
A point charge with the same outer wave would have central amplitude $c$. The finite charge therefore changes the central density by the factor $[f(0)/c]^2=1-\tfrac32\eta$.

For rubidium $Z=37$, and I take the round value $R=5.3$ fm. Then
\begin{equation}
\eta=\frac{37\times5.3\ \mathrm{fm}}{52917.7\ \mathrm{fm}}=0.003706 ,
\end{equation}
and in this nonrelativistic model the central density falls by $0.56$ percent. This is larger than the anomaly, but it is nearly common to the two isotopes. What enters $\Delta$ is the change from one to the other. Numerical integration of the radial equation shows that a one percent increase of $R$ lowers $A$ by $0.0057$ percent through this effect. With a relativistic (Dirac) $5s$ electron in a screened potential the two figures grow to about $0.89$ and $0.0083$ percent. Either way, a radius difference of that order does not explain Eq.~\eqref{eq:delta}.

\section{The moment is not at the centre}

The second requirement is the serious one. Both rubidium isotopes have an odd number of protons and an even number of neutrons. In the simplest shell picture the moment belongs to the last proton, in an $f_{5/2}$ orbital for $^{85}$Rb and a $p_{3/2}$ orbital for $^{87}$Rb. This proton is spread through the nucleus, and its orbital and spin moments respond to the electron cloud differently.

For the orbital part, the term linear in $\mathbf A$ in the proton Hamiltonian is $-(e/m_p)\mathbf A\cdot\mathbf p$. With Eq.~\eqref{eq:vec} and $(\mathbf m\times\mathbf r)\cdot\mathbf p=\mathbf m\cdot(\mathbf r\times\mathbf p)=\hbar\,\mathbf m\cdot\mathbf l$,
\begin{equation}
H_L=-\tfrac23\mu_0\mu_N\,\bar n(r)\,\mathbf m\cdot\mathbf l,\qquad \mu_N=\frac{e\hbar}{2m_p}.
\end{equation}
For the spin part, the energy $-g_s\mu_N\mathbf s\cdot\mathbf B$ with Eq.~\eqref{eq:field} is
\begin{equation}
H_S=-\tfrac23\mu_0\mu_Ng_s\,\mathbf m\cdot\left\{n\,\mathbf s+\tfrac12(\bar n-n)\left[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)-\mathbf s\right]\right\}.
\end{equation}
The orbital moment samples the mean density inside the proton's radius, as a current loop samples the flux through it. The spin samples the local density, with a directional correction.

Within a nuclear level of spin $I$, every vector operator is proportional to $\mathbf I$, so $z$ components in the state with $I_z=I$ suffice. Define
\begin{equation}
\tau=\frac{\langle3\hat r_z(\hat{\mathbf r}\cdot\mathbf s)-s_z\rangle}{\langle s_z\rangle},\qquad
\delta_S=1-\frac{n}{n(0)},\qquad \delta_L=1-\frac{\bar n}{n(0)} .
\end{equation}
Let $\alpha_L$ and $\alpha_S$ be the orbital and spin fractions of the nuclear moment, so that $\alpha_L+\alpha_S=1$. Since $\bar n-n=n(0)(\delta_S-\delta_L)$, the point result~\eqref{eq:point} is multiplied by $1+\varepsilon$, where
\begin{equation}
\varepsilon=-\left\langle\alpha_L\delta_L+\alpha_S\left[\delta_S-\frac\tau2(\delta_S-\delta_L)\right]\right\rangle .
\label{eq:eps}
\end{equation}
The average is over the proton's radial position. With a common central density,
\begin{equation}
\Delta=\frac{1+\varepsilon_{85}}{1+\varepsilon_{87}}-1\simeq\varepsilon_{85}-\varepsilon_{87}.
\label{eq:diff}
\end{equation}
If the electron density were constant across the nucleus, both deficits and both $\varepsilon$ would vanish, and Eq.~\eqref{eq:claim} would return. It would also return if the two $\varepsilon$ were equal. A vanishing anomaly therefore does not show that nuclei are points, and a measured $\Delta$ does not fix either $\varepsilon$ separately.

\section{The two proton states}

For $j=l+\tfrac12$ the state with $I_z=I$ is spin up times $Y_{ll}$. Its spin projection is $\langle s_z\rangle=\tfrac12$, so $\langle s_z\rangle/I=1/(2l+1)$. Put $u=\cos\theta$; then $|Y_{ll}|^2\propto(1-u^2)^l$. Integration by parts over $-1<u<1$ gives
\begin{equation}
\int u^2(1-u^2)^l\,du=\frac1{2(l+1)}\int(1-u^2)(1-u^2)^l\,du ,
\end{equation}
so $\langle u^2\rangle=(1-\langle u^2\rangle)/(2l+2)$, or $\langle u^2\rangle=1/(2l+3)$. Hence
\begin{equation}
\tau=3\langle u^2\rangle-1=-\frac{2l}{2l+3}\qquad(j=l+\tfrac12).
\end{equation}

For $j=l-\tfrac12$, let $\Sigma=\boldsymbol\sigma\cdot\hat{\mathbf r}$, with $\boldsymbol\sigma=2\mathbf s$. This operator is unchanged by rotations of space and spin together, reverses parity and satisfies $\Sigma^2=1$. It therefore turns the stretched state with orbital number $l-1$ into the wanted state with orbital number $l$ and the same $j$. In the first state the spin is up and $\langle u^2\rangle=1/(2l+1)$. From $\Sigma\sigma_z+\sigma_z\Sigma=2\hat r_z$ follows $\Sigma\sigma_z\Sigma=2\hat r_z\Sigma-\sigma_z$, so in the wanted state
\begin{align}
\langle\sigma_z\rangle&=\frac2{2l+1}-1=-\frac{2l-1}{2l+1},\nonumber\\
\langle3\hat r_z\Sigma-\sigma_z\rangle&=\frac3{2l+1}+\frac{2l-1}{2l+1}=\frac{2l+2}{2l+1}.
\end{align}
The second line uses $\Sigma(\hat r_z\Sigma)\Sigma=\hat r_z\Sigma$. With $I=l-\tfrac12$,
\begin{equation}
\frac{\langle s_z\rangle}{I}=-\frac1{2l+1},\qquad \tau=-\frac{2l+2}{2l-1}\qquad(j=l-\tfrac12).
\end{equation}

The fractions follow from the measured moments. Multiplying $g$ by $m_p/m_e$ expresses it in nuclear magnetons: $0.5392$ for $^{85}$Rb and $1.8272$ for $^{87}$Rb. These are still the shielded values, about $0.3$ percent below those of the bare nuclei. The shielding does not cancel in the fractions below; removing it lowers $\alpha_L$ of $^{85}$Rb from $2.120$ to $2.113$ and changes $\varepsilon_{85}$ by about $0.001$ percent, which I neglect. The proton's orbital $g$ factor is 1, so its orbital contribution is $\langle l_z\rangle/I=1-\langle s_z\rangle/I$. The spin supplies the rest, which amounts to fitting an effective $g_s$ to each isotope.

For $^{85}$Rb, $l=3$ gives $\langle s_z\rangle/I=-1/7$ and $\tau=-1.6$. Then $\alpha_L=(8/7)/0.5392=2.120$ and $\alpha_S=-1.120$. For $^{87}$Rb, $l=1$ gives $\langle s_z\rangle/I=1/3$ and $\tau=-0.4$. Then $\alpha_L=(2/3)/1.8272=0.365$ and $\alpha_S=0.635$. In $^{85}$Rb the two parts of the moment oppose each other; in $^{87}$Rb they add.

\section{An estimate of the anomaly}

Squaring Eq.~\eqref{eq:wave} to first order, and then averaging over the enclosed volume, gives
\begin{align}
\delta_S&=\eta\left(x^2-\frac{x^4}{10}\right),\nonumber\\
\delta_L&=\frac3{x^3}\int_0^xt^2\delta_S(t)\,dt=\eta\left(\frac{3x^2}{5}-\frac{3x^4}{70}\right).
\end{align}
Suppose first that the proton is spread uniformly through the sphere. Then $\langle x^2\rangle=3/5$ and $\langle x^4\rangle=3/7$, so $\langle\delta_S\rangle=0.2065$ percent and $\langle\delta_L\rangle=0.1266$ percent. Their difference is $0.0799$ percent. Equation~\eqref{eq:eps}, with all deficits in percent, gives
\begin{align}
\varepsilon_{85}&=-2.120(0.1266)+1.120\left[0.2065+0.8(0.0799)\right]\nonumber\\
&\simeq-0.2684+0.3028=+0.0344,\nonumber\\
\varepsilon_{87}&=-0.365(0.1266)-0.635\left[0.2065+0.2(0.0799)\right]\nonumber\\
&\simeq-0.0462-0.1413=-0.1875 .
\end{align}
Equation~\eqref{eq:diff} then gives a model anomaly of $0.22$ percent. The opposed moments of $^{85}$Rb leave almost no net size correction, while those of $^{87}$Rb lower $A_{87}$ together. This gives the observed sign and order of magnitude.

If the proton is placed at the surface instead, $x=1$, the corrections become $\varepsilon_{85}=+0.05$ percent and $\varepsilon_{87}=-0.30$ percent, and the model anomaly is $0.35$ percent. The agreement with Eq.~\eqref{eq:delta} is no confirmation, because a proton confined to the surface is not a realistic orbital. Woods--Saxon $f_{5/2}$ and $p_{3/2}$ orbitals have $\langle x^2\rangle\simeq0.67$, lie partly outside $R$, and give about $0.24$ percent with the same nonrelativistic electron. The two placements show how strongly the estimate depends on the proton's position; they are not error limits. The model also omits relativity, which is not small at $Z=37$, where $Z$ times the fine-structure constant is about $0.27$. A Dirac $5s$ electron in a screened potential raises the deficits by about 40 percent, moving the model anomaly to $0.31$ percent for the uniform placement, $0.33$ percent for the Woods--Saxon orbitals and $0.49$ percent for the surface placement. The nonrelativistic figures above therefore fix only sign and order of magnitude. It omits mixing of nuclear configurations and the currents due to velocity-dependent nuclear forces as well.

An author might still attribute the anomaly to a difference in overall size. For the uniform placement in $^{87}$Rb, a one percent increase of $R$ lowers $A$ by a further $0.0019$ percent through $\varepsilon_{87}$. With the charge effect found earlier, the total from the unrounded parts is $0.0075$ percent, about one part in fifty of the observed anomaly; with the Dirac electron it is $0.011$ percent, about one part in thirty. In this model the cause is the different make-up of the two moments, not a slight difference in radius.

\section{Changes requested}

Equation~\eqref{eq:claim} should be replaced by
\begin{equation}
\frac{A_{85}}{A_{87}}=\frac{g_{85}}{g_{87}}(1+\Delta),
\end{equation}
with $\Delta$ taken from experiment. For the ground states of these two isotopes, the simpler ratio may be kept where an error of a few parts in a thousand is acceptable; other isotope pairs and other electronic states have their own anomalies. It should not be used to infer a $g$ factor from hyperfine splittings more finely than that, unless the anomaly is known independently. The statement that the electrons are the same may stand, to the small corrections estimated above. The statement that the two nuclei therefore feel the same field should go: each nucleus averages a varying field, and the two averages are weighted differently.

Numbers in the example were calculated in double precision.
